# Counting silicon oxidation states at an ideal Si(001)-oxide interface

## Problem

A silicon crystal with a (001) surface carries a thin oxide. Photoelectron spectra of the Si 2p level distinguish silicon atoms by their surroundings, because each oxygen neighbour draws charge away from the atom and raises the binding energy of its core electrons. Let Si$^{k+}$ denote a silicon atom with $k$ oxygen and $4-k$ silicon neighbours. The label counts neighbours; it is not the real charge of an ion. Bulk silicon is Si$^{0}$, silicon in SiO$_2$ is Si$^{4+}$, and the states $k=1,2,3$ are called intermediate.

Consider an interface that satisfies three assumptions.

- **A.** The crystal keeps its diamond-lattice bonds up to one flat (001) plane, and no new Si–Si bonds form there.
- **B.** Every silicon bond cut by that plane ends on an oxygen atom, and cut bonds of the same silicon atom end on different oxygen atoms. This excludes double bonds Si=O.
- **C.** Every silicon atom in the oxide has four oxygen neighbours.

The lattice constant is $a=0.5431$ nm. Write $n_k$ for the number of Si$^{k+}$ atoms per interface area.

1. Find $n_1$, $n_2$ and $n_3$ for this interface.
2. A spectrum shows Si$^{1+}$ and Si$^{3+}$ signals. What follows from them?
3. Which changes of structure produce Si$^{1+}$, which produce Si$^{3+}$, and in what amounts? As an example, let each bond between the last two crystal layers hold an inserted oxygen atom with probability $p=0.2$.

## First estimate by scaling

A quick estimate uses only the density of the crystal and the length of its bonds. The cubic cell holds 8 atoms, so the volume per atom is $a^3/8$ and the typical spacing is its cube root, $a/2$. One atom per square of this side gives an interface density

$$
n_{\text{atoms}}\approx\frac{1}{(a/2)^2}=\frac{4}{a^2}.
$$

Next, estimate the number of bonds that a plane cuts. Let there be $n_b$ bonds per volume, each of length $l$, and let $u$ be the cosine of the angle between a bond and the plane's normal. The bond extends over a height $l|u|$, so it crosses the plane if its midpoint lies in a slab of that thickness centred on the plane. The number of crossings per area is therefore $n_b\,l\,\langle|u|\rangle$. For randomly directed bonds $u$ is uniformly distributed between $-1$ and $1$, hence

$$
\langle|u|\rangle=\int_0^1u\,du=\frac12,\qquad
n_{\text{cut}}\approx\frac{n_b l}{2}.
$$

Each atom has four bonds and each bond is shared by two atoms, so there are $8\times4/2=16$ bonds per cell and $n_b=16/a^3$. The bond length is $l=\sqrt3\,a/4$. Thus

$$
n_{\text{cut}}\approx\frac12\,\frac{16}{a^3}\,\frac{\sqrt3\,a}{4}
=\frac{2\sqrt3}{a^2}.
$$

The ratio $n_{\text{cut}}/n_{\text{atoms}}\approx\sqrt3/2\approx0.87$ suggests about one oxygen per interface atom, which would make Si$^{1+}$ the leading state. The estimate gives only an average, and it ignores the directions of the bonds. Both points have to be settled by a count on the lattice.

## Exact solution

### The bonds of one atom

The diamond lattice consists of two interpenetrating face-centred cubic lattices. In units of $a/4$, the four bonds of an atom on the first sublattice point along

$$
(1,1,1),\quad(-1,-1,1),\quad(1,-1,-1),\quad(-1,1,-1).
$$

An atom on the second sublattice has the opposite vectors. Take $z$ along [001], pointing from the crystal into the oxide. In both cases two bonds have $z$ component $+1$ and two have $-1$: every atom has two bonds up and two bonds down, each reaching a neighbouring layer. No bond lies within a layer.

The layers are $a/4=0.1358$ nm apart, so a cell of height $a$ contains four of them. They share its 8 atoms equally, which puts 2 atoms on the area $a^2$. The density of one layer is

$$
N=\frac{2}{a^2}=\frac{2}{(0.5431\times10^{-7}\ \text{cm})^2}
=6.78\times10^{14}\ \text{cm}^{-2}.
$$

### The ideal interface

Place the plane just above a crystal layer. Each atom of this top layer keeps its two lower silicon neighbours and loses its two upper ones. By B both cut bonds end on oxygen, so the atom is Si$^{2+}$. An atom in any deeper layer keeps all four silicon neighbours and is Si$^0$. By C all silicon above the plane is Si$^{4+}$. Therefore

$$
n_1=0,\qquad n_2=N,\qquad n_3=0.
$$

There are $2N=1.356\times10^{15}$ cut bonds per cm$^2$. It does not matter where the oxygen atoms lead. An oxygen may connect a top atom to the oxide, or it may bridge two top atoms; each top atom still has two oxygen neighbours.

### What the extra signals imply

A Si$^{1+}$ atom has three silicon neighbours and a Si$^{3+}$ atom has one. Under A, B and C every atom has four, two or none. If either species is present, at least one assumption fails somewhere in the region that the spectrum samples.

This inference has a condition of its own: the signals must be correctly assigned to the number of oxygen neighbours. Strain, more distant neighbours and the screening of the core hole also shift the core level. Moreover, an atom with a dangling bond or a hydrogen neighbour is outside the four-neighbour classification and needs a separate assignment. Finally, the signals show that the ideal structure fails, but not yet how. For that, the possible departures must be counted one by one.

### Dimers

Suppose neighbouring top atoms pair up, forming one new Si–Si bond per pair. This violates A. Each atom of the pair uses one of its two cut bonds for its partner and has one left for oxygen. It then has three silicon neighbours and one oxygen neighbour. A complete layer of dimers gives

$$
n_1=N,\qquad n_2=n_3=0.
$$

Dimers thus account for Si$^{1+}$, but not for Si$^{3+}$.

### Steps and roughness

Now let the crystal end at different heights in different places, with every remaining crystal atom still resting on both of its lower neighbours. Let there be no dimers, and let B and C hold along the uneven boundary. Since no crystal atom has lost a lower bond, none can have more than two oxygen neighbours, and $n_3=0$.

The upward bonds give a second relation. Choose a deep, complete layer as the base and let $M$ be the number of crystal atoms per area from this layer upwards. They have $2M$ upward bonds. Some of these end on crystal atoms, and they can be counted from their upper ends: each of the $M-N$ atoms above the base has two downward bonds, both to crystal atoms. The number of cut bonds is

$$
2M-2(M-N)=2N.
$$

A Si$^{1+}$ atom owns one cut bond and a Si$^{2+}$ atom owns two, so

$$
n_1+2n_2=2N,\qquad n_3=0.
$$

As an illustration, take a periodic piece of crystal with 288 atoms per layer and remove atoms at random, each only after its two upper neighbours have gone. One such surface had 186 Si$^{1+}$, 195 Si$^{2+}$ and no Si$^{3+}$ atoms. The sum rule holds: $186+2\times195=576=2\times288$. Roughness of this kind can produce much Si$^{1+}$, but no Si$^{3+}$.

Could the steps of an ordinary wafer supply the Si$^{1+}$ signal? The downward bonds of a first-sublattice atom lie in a vertical plane containing $[1\bar10]$; those of a second-sublattice atom lie in one containing [110]. The bonds between two adjacent layers therefore form separate zigzag chains, whose direction turns by 90° from one layer to the next.

Let the upper layer end at a straight edge. If the edge runs across the chains, each chain is interrupted once. The lower atom at the interruption has one upper neighbour left and one replaced by oxygen, so it is Si$^{1+}$. The atoms of a layer form a square lattice of side $a/\sqrt2$, which is also the distance between chains. Such an edge carries $\sqrt2/a=2.604$ Si$^{1+}$ atoms per nm. If the edge runs parallel to the chains, each chain is kept or removed as a whole and there are none.

Take a rough miscut of 0.2° towards [110], with equally wide terraces separated by single-layer steps. The terrace width is

$$
L=\frac{a/4}{\tan0.2^\circ}\approx39\ \text{nm}.
$$

The two kinds of edge alternate, so the mean density is

$$
n_1=\frac12\,\frac{2.604\ \text{nm}^{-1}}{39\ \text{nm}}
\approx3.3\times10^{12}\ \text{cm}^{-2},
$$

or about 0.5% of $N$. At so small a miscut, straight steps alone cannot explain a Si$^{1+}$ signal of tens of per cent of a layer.

### Oxygen in the back bonds

To obtain Si$^{3+}$, a crystal atom must lose a silicon neighbour below it, or an oxide atom must retain one silicon neighbour. The second case violates C; for example, a Si–Si bond inside the oxide makes both of its atoms Si$^{3+}$ if their other neighbours are oxygen.

For the first case, start from the ideal interface and insert one oxygen atom into a bond between the top layer and the layer below. The upper atom changes from Si$^{2+}$ to Si$^{3+}$, and the lower one from Si$^0$ to Si$^{1+}$. One insertion creates one atom of each kind and removes one Si$^{2+}$.

For many insertions, let $u_h$ be the density of upper atoms with $h$ oxidised back bonds, and $v_g$ the density of lower atoms with $g$ oxidised upward bonds. Here $h$ and $g$ are 0, 1 or 2. The upper atoms already have two oxygen neighbours above, so their state is $k=2+h$; for the lower atoms $k=g$. Hence

$$
n_1=v_1,\qquad n_2=u_0+v_2,\qquad n_3=u_1.
$$

Let $B$ be the density of oxidised back bonds. Each has one upper and one lower end, and counting the ends in each layer gives

$$
u_1+2u_2=B,\qquad v_1+2v_2=B.
$$

Thus $u_2=(B-u_1)/2$ and $v_2=(B-v_1)/2$. Since $u_0+u_1+u_2=N$,

$$
u_0=N-u_1-\frac{B-u_1}{2}=N-\frac{B}{2}-\frac{u_1}{2}.
$$

Adding $v_2$ cancels $B$:

$$
n_2=N-\frac{u_1+v_1}{2}=N-\frac{n_1+n_3}{2},
$$

or

$$
n_1+2n_2+n_3=2N.
$$

This holds for any pattern of oxygen within this one plane of bonds. The total intermediate density follows by adding $n_1+n_3$ to $n_2$:

$$
n_1+n_2+n_3=N+\frac{n_1+n_3}{2}.
$$

Because $n_2$ cannot be negative, $n_1+n_3\le2N$, and the total cannot exceed $2N$. The limit is reached when oxidised and intact bonds alternate along every chain: each upper atom is then Si$^{3+}$ and each lower atom Si$^{1+}$.

The pattern also controls the ratio of the two species. Along a chain, each boundary between oxidised and intact bonds sits on an atom. If it is an upper atom, the result is Si$^{3+}$; if it is a lower atom, Si$^{1+}$. Oxidising both back bonds of selected upper atoms puts all boundaries on lower atoms and gives no Si$^{3+}$, as at a step. Oxidising both upward bonds of selected lower atoms does the reverse and gives no Si$^{1+}$. Equal amounts are therefore not a general law.

The sum rule need not hold when oxygen goes deeper. Starting from the ideal interface, one oxygen in an otherwise intact bond between two deeper layers, both below the top layer, turns two Si$^0$ atoms into Si$^{1+}$ and leaves the top layer unchanged. The sum $n_1+2n_2+n_3$, counted in atoms, rises by 2.

### Random insertion: the example

Let each back bond be oxidised independently with probability $p$. An atom has exactly one oxidised bond of its two with probability $p(1-p)+(1-p)p$. It has none with probability $(1-p)^2$ and two with probability $p^2$. Therefore

$$
n_1=n_3=2p(1-p)N,\qquad
n_2=\left[(1-p)^2+p^2\right]N.
$$

At $p=0$ this is the ideal interface. At $p=1$ the former top layer has become Si$^{4+}$ and the layer below is Si$^{2+}$: the interface is ideal again, one layer deeper. Between these limits the total is $[1+2p(1-p)]N$. Its derivative, $2(1-2p)N$, vanishes at $p=1/2$, where each intermediate state has density $N/2$ and the total is $1.5N$.

For $p=0.2$ the fractions are $2\times0.2\times0.8=0.32$ and $0.64+0.04=0.68$, so

$$
\begin{aligned}
n_1=n_3&=0.32N=2.17\times10^{14}\ \text{cm}^{-2},\\
n_2&=0.68N=4.61\times10^{14}\ \text{cm}^{-2}.
\end{aligned}
$$

The total is $8.95\times10^{14}$ cm$^{-2}$, or $1.32N$. Oxidising one fifth of the back bonds removes about a third of the Si$^{2+}$ and creates nearly half as much of each neighbouring state as the Si$^{2+}$ that remains.

The signals are not quite proportional to these densities. Electrons from the lower layer must travel a further 0.1358 nm. With a rough attenuation length of 0.7 nm and emission along the normal, the fraction that survives this extra path is $e^{-0.1358/0.7}\approx0.82$. Relative to the Si$^{2+}$ signal of the ideal interface, the three signals are

$$
\begin{aligned}
I_1&\approx0.32\times0.82\approx0.26,\\
I_2&\approx0.64+0.04\times0.82\approx0.67,\\
I_3&=0.32.
\end{aligned}
$$

The Si$^{1+}$ signal is weaker than the Si$^{3+}$ signal although the densities are equal. How much weaker depends on the attenuation length: with 0.3 nm instead of 0.7 nm, $I_1$ would be about 0.20. These signals assume the same photoionisation cross-section for every oxidation state, which need not hold. Photoelectron diffraction is left out here, and so is the widening of the layer spacing by the inserted oxygen. If an oxidised bond stretched to a Si–Si distance of 0.31 nm at fixed lateral offset, its height would be about 0.24 nm, and a path of that length would lower $I_1$ from 0.26 to about 0.23 for 0.7 nm.

### The real interface

Thermal oxides on Si(001) do show all three intermediate states. The value $p=0.2$ is a chosen illustration, not a measured property, and real interfaces need not confine their disorder to one bond plane. The ideal model also passes over a mismatch between crystal and oxide. Silica with a rough density of 2.2 g/cm$^3$ and a molar mass of about 60 g/mol contains about $2.2\times10^{22}$ silicon atoms per cm$^3$. Each has four Si–O–Si links shared between two atoms, so $n_b$ is twice this number. With a rough Si–Si distance of 0.31 nm, the estimate $n_bl/2$ gives $6.8\times10^{14}$ links per cm$^2$ across a plane. The crystal offers $1.356\times10^{15}$ bonds, so about half of them find no link to the oxide. This assumes randomly directed links and the bulk density of silica right up to the interface. In an ordered oxide the share depends on orientation: for ideal cristobalite, of nearly the same density, it is about 0.42, 0.50 and 0.59 across (001), (111) and (110) planes, averaged over the position of the plane. If the links next to the crystal point mostly downwards, the oxide itself can take up the surplus. About $3.4\times10^{14}$ Si$^{4+}$ atoms per cm$^2$ with three links down and one up, together with $1.7\times10^{14}$ with two down and two up, accept all $1.356\times10^{15}$ bonds and pass on $6.8\times10^{14}$. Counting allows this; it does not say whether the bond angles do. The next paragraph treats the case in which the surplus stays on the crystal side.

These surplus bonds can be joined in pairs by about $3.4\times10^{14}$ bridging oxygens per cm$^2$. All top atoms then remain Si$^{2+}$, but neighbours $a/\sqrt2=0.384$ nm apart must be drawn together to about 0.31 nm, which costs strain energy. If the same bonds are paired by dimers instead, and each atom joins at most one dimer, about $6.7\times10^{14}$ atoms per cm$^2$ become Si$^{1+}$, nearly the whole layer. This figure is as rough as its inputs: for densities of 2.2 to 2.4 g/cm$^3$ and distances of 0.30 to 0.32 nm the surplus lies between $0.87N$ and $1.02N$, and dimers can pair at most $N$ bonds. How the surplus bonds are satisfied can therefore move $n_1$ from zero to about $N$. Bond counting cannot decide between these outcomes; that requires their energies and the history of growth.

## Comparison of the two

| Quantity | Scaling | Lattice count |
|---|---:|---:|
| Interface atoms per area | $4/a^2$ | $2/a^2$ |
| Cut bonds per area | $2\sqrt3/a^2$ | $4/a^2$ |
| Oxygens per interface atom | 0.87 | 2 |

The bond estimate is 13% below the lattice count. It replaces the true projection $|u|=1/\sqrt3\approx0.58$, which is the same for all bonds in this orientation, by the random average 0.5. The atom estimate is too high by a factor of 2. It treats the crystal as layers $a/2$ apart, whereas the (001) layers are $a/4$ apart and each holds half as many atoms. The two errors act in the same direction on the ratio, and together they turn two oxygens per atom into roughly one.

Correcting the average would still not answer the question. In the random-insertion model $n_1=n_3$, so the mean of $k$ over the intermediate atoms is 2 for every $p$, just as at the ideal interface. At $p=1/2$ this same mean belongs to equal amounts of Si$^{1+}$, Si$^{2+}$ and Si$^{3+}$. In this model the departure from the ideal structure shows in the spread of the states about their mean, and in their total density, which exceeds $N$ for $0<p<1$. A full dimer layer is the opposite case: it has no spread, but its mean is 1. Counting the neighbours of each atom gives both the mean and the spread.

Numbers in the example were calculated in double precision.
